\section*{Charge Neutrality in Oxides: Unique Fermi Level by Logarithmic Bisection}

\section{The result}

An oxide holds charged point defects, electrons and holes, all in equilibrium at temperature $T$ with fixed chemical potentials of its atoms. Let $\mu$ be the Fermi level, measured from the valence band edge. If the defects do not interact, and if their energies, the gap and the densities of states do not depend on $\mu$, the charge density $\rho(\mu)$, in units of the elementary charge per volume, falls strictly with $\mu$ and has exactly one zero. That zero can be found by bisection on
\begin{equation}
R(\mu)=\ln S_+(\mu)-\ln S_-(\mu),
\label{eq:R}
\end{equation}
where $S_+$ and $S_-$ are the magnitudes of the total positive and negative charge densities. Since the logarithm is increasing, $R$ has the sign of $\rho=S_+-S_-$. It can be computed so that no exponential overflows and, unlike in a direct evaluation of $\rho$, neither total is lost to underflow. It does not protect against cancellation when $S_+$ and $S_-$ are dominated by equal constant charges.

\section{A small case by hand}

Take a model oxide MO with gap $G=4$ eV at $1300$ K, so that $kT=0.112025$ eV. Each sublattice has $N=5\times10^{22}$ sites per cm$^3$, and both bands have effective density of states $N_c=N_v=2.2636\times10^{20}$ cm$^{-3}$. These are round model parameters, with free-electron masses in the bands.

A defect of charge $q$ has given $q$ electrons to the reservoir at level $\mu$, so its formation energy is $E+q\mu$. For the doubly charged oxygen vacancy it is $-1.8+2\mu$, and for the doubly charged metal vacancy $6-2\mu$, in eV. While few sites are defective, the densities are
\begin{equation}
a=N e^{-(-1.8+2\mu)/kT},\qquad b=N e^{-(6-2\mu)/kT}.
\end{equation}
If these two alone had to balance, $2a=2b$ would require equal exponents:
\begin{equation}
-1.8+2\mu=6-2\mu\quad\Rightarrow\quad \mu_0=\frac{7.8}{4}=1.95\ \text{eV}.
\end{equation}
Both formation energies are then $2.1$ eV, and $a=b=3.612\times10^{14}$ cm$^{-3}$.

The smaller populations at $\mu_0$ are
\begin{align}
p&=N_v e^{-1.95/kT}=6.239\times10^{12}\ \text{cm}^{-3},\\
n&=N_c e^{-2.05/kT}=2.555\times10^{12}\ \text{cm}^{-3},\\
s&=2N e^{-(5-1.95)/kT}=0.150\times10^{12}\ \text{cm}^{-3}.
\end{align}
Here $s$ is the singly charged metal vacancy, with energy $5-\mu$ and degeneracy 2. The singly charged oxygen vacancy, with energy $1.9+\mu$ and the same degeneracy, has a density of only about $1.2\times10^8$ cm$^{-3}$ and is left out here. The vacancy pair cancels, which leaves
\begin{equation}
\rho(\mu_0)=p-n-s=3.534\times10^{12}\ \text{cm}^{-3}.
\end{equation}
To correct $\mu_0$ we need the slope. A population of charge $q$ varies as $e^{-q\mu/kT}$, so its charge $qc$ has derivative $-q^2c/kT$. The square makes every contribution negative, whatever the sign of $q$:
\begin{equation}
\frac{d\rho}{d\mu}=-\frac{4a+4b+n+p+s}{kT}=-\frac{2.899\times10^{15}\ \text{cm}^{-3}}{kT}.
\end{equation}
One linear correction gives
\begin{equation}
\mu-\mu_0=-\frac{\rho(\mu_0)}{d\rho/d\mu}
=kT\,\frac{3.534\times10^{12}}{2.899\times10^{15}}
=1.37\times10^{-4}\ \text{eV}.
\end{equation}
The full calculation gives $\mu=1.950137$ eV, in agreement. The digits describe the solution of the model; formation energies of a real oxide are not known so finely.

The negative slope is the whole reason for uniqueness: a strictly falling function cannot cross zero twice. It remains to show that it survives when sites fill up, bands become degenerate and impurities are frozen in.

\section{Populations in general}

Group the defects into families. Family $s$ has $N_s$ sites per volume, and each site is in one of several states $j$ with charge $q_j$, degeneracy $g_j$ and energy $E_j+q_j\mu$. Here $E_j$ is a free energy of formation at the given $T$ and atomic chemical potentials. The perfect host site is one of the states, with $q=0$, $E=0$, $g=1$. The weight of state $j$ and the sum over states of one site are
\begin{equation}
w_j=g_j\,e^{-(E_j+q_j\mu)/kT},\qquad Z=\sum_j w_j .
\end{equation}
The sites are independent, so the weight of a configuration is a product over sites. In the average for one site, the sums over all the others cancel between numerator and denominator. Hence
\begin{equation}
P_j=\frac{w_j}{Z},\qquad c_j=N_sP_j .
\label{eq:site}
\end{equation}
This includes site exclusion: $c_j$ cannot exceed $N_s$. A sum over every configuration of six sites was used to test \eqref{eq:site}.

An impurity whose total amount is frozen, while its charge state still equilibrates, obeys the same formula. Then $N_s$ is the impurity density and the list has no host state, because the impurity cannot leave.

For parabolic bands the carriers are
\begin{equation}
n=N_cF(\eta_c),\quad p=N_vF(\eta_v),\quad
\eta_c=\frac{\mu-G}{kT},\quad \eta_v=-\frac{\mu}{kT},
\end{equation}
\begin{equation}
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}} .
\label{eq:F}
\end{equation}
For $\eta\ll-1$ the 1 in the denominator is negligible. Since $\int_0^\infty\sqrt t\,e^{-t}dt=\sqrt\pi/2$, this gives $F\to e^\eta$, the form used by hand above. The charge density is
\begin{equation}
\rho(\mu)=p-n+\sum_sN_s\langle q\rangle_s,\qquad \langle q\rangle_s=\sum_jq_jP_j .
\end{equation}

\section{Proof of existence and uniqueness}

Differentiating a weight gives $dw_j/d\mu=-q_jw_j/kT$, and therefore $dZ/d\mu=-Z\langle q\rangle/kT$. By the quotient rule,
\begin{align}
\frac{d\langle q\rangle}{d\mu}
&=\frac1Z\sum_jq_j\frac{dw_j}{d\mu}-\frac{\sum_jq_jw_j}{Z^2}\frac{dZ}{d\mu}\nonumber\\
&=-\frac{\langle q^2\rangle-\langle q\rangle^2}{kT}
=-\frac{\mathrm{Var}(q)}{kT}\le0 .
\label{eq:var}
\end{align}
Site exclusion thus replaces the mean square charge by the variance. The variance vanishes when all sites are in states of one charge, as for a fully ionized frozen impurity, but it is never negative.

For the carriers, let $f=1/(1+e^{t-\eta})$. Then $\partial f/\partial\eta=f(1-f)>0$, so $F'(\eta)>0$. With $d\eta_c/d\mu=1/kT$ and $d\eta_v/d\mu=-1/kT$,
\begin{equation}
\frac{d\rho}{d\mu}=-\frac1{kT}\Big[\sum_sN_s\mathrm{Var}_s(q)+N_cF'(\eta_c)+N_vF'(\eta_v)\Big]<0 .
\label{eq:slope}
\end{equation}
The carrier terms make the inequality strict, so there is at most one zero. In a test with strongly mixed charge states, a finite difference of $\rho$ and formula \eqref{eq:slope} both gave $-1.342068\times10^{21}$ cm$^{-3}$ eV$^{-1}$.

A zero also exists. For $\eta>0$ the occupation $f$ is at least $1/2$ on $0<t<\eta$, so
\begin{equation}
F(\eta)\ge\frac{2}{\sqrt\pi}\cdot\frac12\int_0^\eta\sqrt t\,dt=\frac{2}{3\sqrt\pi}\,\eta^{3/2},
\end{equation}
which grows without bound. As $\mu\to+\infty$, $n$ diverges and $p\to0$, while the defect charge stays bounded because the number of sites is finite. Hence $\rho\to-\infty$. As $\mu\to-\infty$ the carriers exchange roles and $\rho\to+\infty$. Since $\rho$ is continuous, it passes through zero, and by \eqref{eq:slope} it does so once.

The proof needs energies that do not respond to the populations. If $E_j$ varies with $\mu$ through the defect densities, then $dw_j/d\mu=-(q_j+E_j')w_j/kT$ with $E_j'=dE_j/d\mu$. The same algebra gives
\begin{equation}
\frac{d\langle q\rangle}{d\mu}=-\frac{\mathrm{Var}(q)+\mathrm{Cov}(q,E')}{kT}.
\end{equation}
A covariance can be negative, so the sign is no longer assured. Several roots are then not excluded by this argument.

\section{The logarithmic algorithm}

For any list of exponents $a_i$ with largest member $m$,
\begin{equation}
\ln\sum_ie^{a_i}=m+\ln\sum_ie^{a_i-m}.
\label{eq:lse}
\end{equation}
This is an identity: $e^m$ has been taken out of the sum. On the right no exponential exceeds 1 and one of them equals 1, so the sum neither overflows nor vanishes. Terms that underflow are negligible beside the largest.

With $a_j=\ln g_j-(E_j+q_j\mu)/kT$, equation \eqref{eq:site} becomes
\begin{equation}
\ln c_j=\ln N_s+a_j-\ln\sum_ie^{a_i}.
\end{equation}
For the carriers put $t=u^2$ in \eqref{eq:F}. Then $\sqrt t\,dt=2u^2du$, and midpoints $u_i$ with spacing $h$ give
\begin{equation}
F(\eta)\simeq\sum_i\frac{4h}{\sqrt\pi}\,\frac{u_i^2}{1+e^{u_i^2-\eta}} .
\end{equation}
All terms are positive, so \eqref{eq:lse} applies to their logarithms. These contain $\ln(1+e^z)$, which is evaluated as $\max(z,0)+\ln(1+e^{-|z|})$. With $h=0.05$ and 240 points, the largest relative error against adaptive quadrature was about $10^{-15}$ at five values of $\eta$ from $-20$ to $12$. At larger $\eta$ the Fermi edge sharpens in $u$, and with this spacing the error grows to about $10^{-11}$ at $\eta=70$ and $10^{-10}$ at $\eta=100$. The finite grid ends at $u=12$, so the search is stopped if a bracket end moves more than $100\,kT$ into a band. With the steps given below the ends fall $10$, $30$, $70$ and $150\,kT$ into a band, so roots deeper than $70\,kT$ are not found.

The two charge sums follow from one more use of \eqref{eq:lse}:
\begin{align}
\ln S_+&=\ln\Big(e^{\ln p}+\sum_{q_j>0}e^{\ln q_j+\ln c_j}\Big),\\
\ln S_-&=\ln\Big(e^{\ln n}+\sum_{q_j<0}e^{\ln|q_j|+\ln c_j}\Big).
\end{align}
The search is then:
\begin{enumerate}
\item Set the lower end to $0$ and the upper end to $G$.
\item While $R\le0$ at the lower end, move it down; while $R\ge0$ at the upper end, move it up. The first step is $10\,kT$, and each later step is doubled.
\item Evaluate $R$ at the midpoint. If $R>0$ the root lies above, so the midpoint becomes the lower end; otherwise it becomes the upper end.
\item Repeat step 3 until the width is at most $\tau$, and return the midpoint.
\end{enumerate}
Each halving keeps the root inside, apart from rounding and quadrature errors in the sign of $R$. Rounding can be decisive when frozen charges compensate exactly. Take $10^{18}$ cm$^{-3}$ donors at $3.9$ eV and as many acceptors at $0.5$ eV, at $300$ K, with neutral-state degeneracy 2. Then $S_+$ and $S_-$ agree to double precision from about $1.3$ to $3.1$ eV, $R$ is rounding noise there, and the search can miss the root at $2.197$ eV by several tenths of an eV. In such a case the constant charges must be cancelled algebraically first; for equal totals, ionized donors minus ionized acceptors equals neutral acceptors minus neutral donors. From width $W$ one needs $W/2^k\le\tau$, that is $k=\lceil\log_2(W/\tau)\rceil$. For $W=4$ eV and $\tau=10^{-12}$ eV this is $\lceil41.9\rceil=42$, the number found.

\section{An interval from a single guess}

In the dilute limit the logarithm also measures the distance to the root. Suppose that $Z\simeq1$ for every family, that the carriers are nondegenerate and that no impurity is frozen. Then $c_j\propto e^{-q_j\mu/kT}$ for all charged species, holes and electrons included with $q=\pm1$, and
\begin{equation}
\frac{d\ln S_+}{d\mu}=-\frac1{kT}\frac{\sum_+q^2c}{\sum_+qc},\qquad
\frac{d\ln S_-}{d\mu}=+\frac1{kT}\frac{\sum_-q^2c}{\sum_-|q|c}.
\end{equation}
Each fraction is an average of $|q|$ weighted by charge. It lies between 1 and the largest charge magnitude, $Q_+$ or $Q_-$. Subtracting,
\begin{equation}
-\frac{Q_++Q_-}{kT}\le\frac{dR}{d\mu}\le-\frac{2}{kT}.
\end{equation}
Integrate from a guess $\mu_0$ to the root $\mu^*$, where $R=0$. The displacement $\mu^*-\mu_0$ then lies between
\begin{equation}
\frac{kT\,R(\mu_0)}{Q_++Q_-}\quad\text{and}\quad\frac{kT\,R(\mu_0)}{2}.
\label{eq:interval}
\end{equation}

Try $\mu_0=1$ eV in the model oxide. Positive charge is dominated by the doubly charged oxygen vacancy:
\begin{equation}
\ln S_+\simeq\ln(2N)-\frac{0.2}{kT}=52.959-1.785=51.174 .
\end{equation}
On the negative side $n=N_ce^{-3/kT}=5.30\times10^8$ cm$^{-3}$. The singly and doubly charged metal vacancies each contribute a charge $2Ne^{-4/kT}=0.31\times10^8$ cm$^{-3}$. So $\ln S_-=\ln(5.92\times10^8)=20.20$ and $R=30.97$. With $Q_+=Q_-=2$, the displacement lies between $0.112025\times30.97/4=0.867$ eV and twice that. The root is therefore between $1.867$ and $2.735$ eV, as it is. At this guess the oxygen-vacancy weight is $e^{-1.785}=0.17$, so $Z$ is not very close to 1. This does no harm: $R$ was computed from the dilute expressions, which obey the bounds at every $\mu$, so the interval holds for the zero of the dilute charge density. That zero is very close to the full root, because few sites are defective there.

A fully ionized frozen impurity adds charge that does not vary with $\mu$. It can make the average response smaller than 1, so \eqref{eq:interval} does not carry over. The bisection bracket does, provided frozen charges of opposite sign do not cancel to machine precision.

The dilute limit offers a second view of uniqueness. With $y=e^{-\mu/kT}>0$, positive species vary as $y^{q}$ and negative ones as $y^{-|q|}$. Multiplying $\rho=0$ by $y^{Q_-}$ gives a polynomial whose coefficients change sign once, and Descartes' rule of signs then allows one positive root. Solving that polynomial for the model oxide gave one positive root, at $1.950137$ eV.

\section{Oxygen pressure and doping}

Creating an oxygen vacancy sends an atom to the gas. For ideal O$_2$ its chemical potential shifts by
\begin{equation}
\Delta=\tfrac12kT\ln(p_{\mathrm{O_2}}/p_{\mathrm{ref}}),
\end{equation}
the factor $\tfrac12$ being there because a molecule holds two atoms. Oxygen-vacancy energies rise by $\Delta$. In a stable oxide MO the sum of the metal and oxygen chemical potentials is fixed, so metal-vacancy energies fall by $\Delta$. In the dilute limit
\begin{equation}
a\propto p_{\mathrm{O_2}}^{-1/2}e^{-2\mu/kT},\quad n\propto e^{\mu/kT}
\quad\Rightarrow\quad a\,n^2\propto p_{\mathrm{O_2}}^{-1/2},
\end{equation}
while $ab$ is independent of both $\mu$ and pressure. Two simple regimes serve as examples. If $a=b$, then $a$ is constant and $n\propto p_{\mathrm{O_2}}^{-1/4}$. If $n=2a$, then $n^3\propto p_{\mathrm{O_2}}^{-1/2}$ and $n\propto p_{\mathrm{O_2}}^{-1/6}$.

The computed exponents are $-0.2493$ at the reference pressure and $-0.1668$ at $10^{-20}$ of it. The small departures follow from differentiating neutrality. Let $D$ be the density of all doubly charged vacancies and $s$ now that of all singly charged ones. A change $d\Delta$ alters $\rho$ by $-(2D+s)\,d\Delta/kT$, and a change $d\mu$ alters it by $-(4D+s+n+p)\,d\mu/kT$. Setting the sum to zero, and using $d\ln n=d\mu/kT$ with $d\Delta=\tfrac12kT\,d\ln p_{\mathrm{O_2}}$,
\begin{equation}
\frac{d\ln n}{d\ln p_{\mathrm{O_2}}}=-\frac12\,\frac{2D+s}{4D+s+n+p}.
\end{equation}
At the reference pressure $D=7.225\times10^{14}$, $s=1.5\times10^{11}$ and $n+p=8.79\times10^{12}$ cm$^{-3}$ give $-0.2493$: the carriers carry a little of the charge. At the low pressure $D=1.805\times10^{16}$, $s=8.39\times10^{13}$ and $n=3.616\times10^{16}$ cm$^{-3}$ give $-0.1668$. There the Fermi level has risen to $3.021$ eV. The model assumes that the oxide survives such reduction; neutrality alone cannot decide that.

A frozen acceptor of density $10^{18}$ cm$^{-3}$, with level $0.5$ eV, changes the balance at the reference pressure. It is almost fully ionized and is compensated by oxygen vacancies, so $a\simeq5\times10^{17}$ cm$^{-3}$. Inverting the expression for $a$,
\begin{equation}
\mu\simeq\tfrac12\Big[1.8+kT\ln\frac{5\times10^{22}}{5\times10^{17}}\Big]
=\tfrac12(1.8+1.2897)=1.5449\ \text{eV},
\end{equation}
which agrees with the computed $1.544892$ eV. Holes, at $2.3\times10^{14}$ cm$^{-3}$, are a minor part of the compensation.

\section{Where direct arithmetic fails}

Cool the same model to $20$ K, where $kT=0.001723$ eV. Defects in a real oxide would not equilibrate there; the case tests arithmetic. At $\mu=0$ the dilute oxygen-vacancy weight is $e^{1.8/kT}\approx e^{1044}$, beyond double precision, and the charge computed directly from the dilute densities is infinite. Inside the gap the opposite happens. Exponentials below about $e^{-745}$ become zero, which corresponds to energies above $745\,kT=1.284$ eV. Both doubly charged vacancies disappear when
\begin{equation}
2\mu-1.8>1.284\quad\text{and}\quad6-2\mu>1.284,
\end{equation}
that is for $1.542<\mu<2.358$ eV; the carriers have vanished there too. On a grid of $0.001$ eV the direct charge was zero from $1.543$ to $2.357$ eV, and a root finder could stop anywhere in between. The edges depend on how the product is formed: moving the logarithm of each prefactor into the exponent narrows the interval to $1.588$--$2.312$ eV but does not close it. At the lower end of this interval $R=692$, which points firmly upward.

The logarithmic root is $1.992904$ eV. It can be checked by hand from $p=2b$, since electrons and oxygen vacancies are fewer there:
\begin{equation}
N_ve^{-\mu/kT}=2Ne^{-(6-2\mu)/kT}
\ \Rightarrow\ \mu=\tfrac13\Big[6-kT\ln\frac{2N}{N_v}\Big].
\end{equation}
Because $N_v\propto T^{3/2}$, it is now $4.32\times10^{17}$ cm$^{-3}$. The logarithm is $12.35$, and $\mu=1.9929$ eV.

Heavy doping tests the bracket instead. This too is a test of the method: at such a density real shallow donor levels broaden into a band, and a single sharp level no longer describes them. With $10^{21}$ cm$^{-3}$ donors at $3.95$ eV and no other defects, the root is $4.024$ eV, above the conduction band edge, and the upper end had to move once. Thirty random defect systems needed no such move; each showed one sign change of $\rho$ on a grid from $-1$ to $5$ eV, in the grid cell containing the bisection root. For the three $1300$ K oxide cases and both stress cases, 40-digit evaluation confirmed that $\rho$ changes sign within $10^{-10}$ eV on either side of the root. The populations for the three $1300$ K oxide cases are listed in the numerical output; values far below one per cm$^3$ are statistical averages in a large crystal.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 1300 K, kT = 0.112025 eV, gap = 4.0 eV
sites per sublattice = 5.00e+22 cm^-3
band density Nc = Nv = 2.2636e+20 cm^-3
O vacancy energies at mu=0, q=0,+1,+2 (eV): [ 5.8  1.9 -1.8]
M vacancy energies at mu=0, q=0,-1,-2 (eV): [4.5 5.  6. ]
degeneracies for |q|=0,1,2 (both vacancies): [1. 2. 1.]
oxygen potential shift at 1e-20 = -2.5795 eV
acceptor total = 1.00e+18 cm^-3, level = 0.50 eV
acceptor degeneracies, neutral and ionized: [2. 1.]
[reference pressure] Fermi level = 1.950137 eV, halvings = 42
  n = 2.5585e+12, p = 6.2317e+12 cm^-3
  O vacancy q=0,+1,+2: 1.6361e+00 1.1857e+08 3.6036e+14 cm^-3
  M vacancy q=0,-1,-2: 1.7930e+05 1.5012e+11 3.6212e+14 cm^-3
[1e-20 of reference] Fermi level = 3.020674 eV, halvings = 42
  n = 3.6156e+16, p = 4.4096e+08 cm^-3
  O vacancy q=0,+1,+2: 1.6361e+10 8.3900e+13 1.8043e+16 cm^-3
  M vacancy q=0,-1,-2: 1.7930e-05 2.1215e+05 7.2322e+12 cm^-3
[acceptor doped, reference pressure] Fermi level = 1.544892 eV, halvings = 42
  n = 6.8700e+10, p = 2.3208e+14 cm^-3
  O vacancy q=0,+1,+2: 1.6361e+00 4.4157e+09 4.9980e+17 cm^-3
  M vacancy q=0,-1,-2: 1.7930e+05 4.0309e+09 2.6109e+11 cm^-3
  ionized acceptors = 9.9982e+17 cm^-3
exponent of n in pressure, reference: -0.24925
exponent of n in pressure, 1e-20: -0.16683
dilute polynomial root = 1.950137 eV, positive roots = 1
guess 0.3 eV: R = 49.7738, interval 1.6940 to 3.0880 eV
guess 1.0 eV: R = 30.9742, interval 1.8675 to 2.7349 eV
guess 1.8 eV: R = 5.3440, interval 1.9497 to 2.0993 eV
guess 2.5 eV: R = -18.8633, interval 1.4434 to 1.9717 eV
guess 3.7 eV: R = -51.6162, interval 0.8088 to 2.2544 eV
slope test: difference -1.342068e+21, variance -1.342068e+21 cm^-3/eV
largest relative carrier quadrature error = 1.0e-15
random systems = 30, expanded brackets = 0
20 K: kT = 0.001723 eV, root = 1.992904 eV
20 K: direct charge at mu=0 = inf cm^-3
20 K: false zeros from 1.543 to 2.357 eV
20 K: R at lower false zero = 691.797
heavy donors: total = 1.00e+21 cm^-3, level = 3.95 eV
heavy donors: root = 4.024250 eV, expansions = 1
\end{verbatim}
